How the GW correlation self-energy converges with the number of plane waves

**Question.** A G0W0 calculation stores the response function on plane waves with |G| ≤ Gc, that is up to Ecut = Gc²/2, which makes N plane waves in a cell of volume V. How large is the resulting error in the correlation self-energy of a state m, how does it scale with N and Ecut, and can its coefficient be computed in advance, so that the error can be subtracted?

**Answer.** Hartree atomic units are used. The system is closed-shell, the mean-field Hamiltonian H = p²/2 + U(r) is local and real, the orbitals are normalised to 1 in the cell, and v(G) = 4π/G². Sums are written for the Γ point; on a q mesh, G becomes q+G and N is the count per q point. The band sums are complete until stated otherwise.

**Pole form of the self-energy**

Let t = (i,b) run over occupied–empty pairs of spatial orbitals, Δ_t = ε_b − ε_i, and

R_t(G) = ⟨b|e^(−iG·r)|i⟩,  P_a(G) = ⟨a|e^(iG·r)|m⟩.

For ω in the gap, GW reads

Σ(ω) = −(1/π) ∫₀^∞ dν Σ_a W_a(iν) (ω−ε_a)/[(ω−ε_a)²+ν²],

W_a = (1/V) Σ_GG' P_a(G) v(G) χ(G,G') v(G') P_a*(G'),

where Σ stands for Σ_c,mm and W_a being even in ν has been used to fold the integral. The independent-particle response is χ0 = −R D R† with D_t = (4/V) Δ_t/(Δ_t²+ν²). One factor 2 is spin; the other comes from 1/(iν−Δ) + 1/(−iν−Δ) = −2Δ/(Δ²+ν²). The RPA equation χ = χ0 + χ0vχ gives χ = −(1+RDR†v)⁻¹RDR†. Since (1+RDR†v)R = R(1+DR†vR), the inverse moves through R:

χ = −R (D⁻¹ + R†vR)⁻¹ R†.

With K = R†vR/V,

D⁻¹ + VK = (V/4) Δ^(−½) [ν² + Δ² + 4Δ^½KΔ^½] Δ^(−½).

If Ω_s² and X are the eigenvalues and eigenvectors of Δ² + 4Δ^½KΔ^½, and (1/V) Σ_G P_a v R_t = ⟨ab|v|mi⟩ is used, then

W_a = −Σ_s 2Ω_s w²_as/(Ω_s²+ν²),  w²_as = (2/Ω_s) |Σ_t ⟨ab|v|mi⟩ Δ_t^½ X_ts|².

Put y = ω−ε_a. Partial fractions give ∫₀^∞dν/[(Ω²+ν²)(y²+ν²)] = π/[2Ω|y|(Ω+|y|)], so each term equals w² sgn(y)/(Ω+|y|):

Σ(ω) = Σ_(a empty, s) w²_as/(ω−ε_a−Ω_s) + Σ_(a occupied, s) w²_as/(ω−ε_a+Ω_s).

This form continues to real ω outside the gap, between the poles. The cutoff restricts every G sum, in K and in the Coulomb integrals.

**The terms that feel the cutoff**

Setting K = 0 gives Ω = Δ, X = 1, w² = 2|⟨ab|v|mi⟩|², and the particle part becomes

Σ⁽²⁾(ω) = 2 Σ_iab |⟨ab|v|mi⟩|²/(ω+ε_i−ε_a−ε_b).

A component with large G moves m to a state a of momentum near G and i to a state b near −G, with matrix elements of order one. The hole part has a occupied, so it needs P_a(G), the large-G Fourier component of a product of two low-lying orbitals. For smooth orbitals this is negligible beyond the range of G that describes the orbitals. The same small components are needed for K to couple a low-energy pair to a dropped G. Screening among high-energy pairs is small by a power of Gc, found below for the electron gas. The leading error therefore sits in Σ⁽²⁾.

**Closure and the overlap of densities**

Write both Coulomb integrals as Fourier sums, with r₁₂ = r₁−r₂. For the dropped terms the sums over a and b may be extended to all states, because the added occupied states again enter through large-G components of low-lying products; the low-lying states with a small or zero denominator are of the same kind and do not appear in an expansion in 1/G. Then

Σ⁽²⁾ = (2/V²) Σ_i Σ_GG' v(G)v(G') T_i,

T_i = ⟨mi| e^(−iG'·r₁₂) (ω+ε_i−H₁−H₂)⁻¹ e^(iG·r₁₂) |mi⟩.

Set G = Q+g/2 and G' = Q−g/2. From e^(−iQ·r) p e^(iQ·r) = p+Q one gets e^(−iQ·r)He^(iQ·r) = H + Q·p + Q²/2; electron 2 receives −Q. Hence

T_i = −⟨L| [Q² + Q·(p₁−p₂) + h]⁻¹ |R⟩,

with h = H₁+H₂−ω−ε_i, |R⟩ = e^(ig·r₁₂/2)|mi⟩ and |L⟩ = e^(−ig·r₁₂/2)|mi⟩. Expanding in 1/Q,

T_i = −⟨L|R⟩/Q² + ⟨L|Q·(p₁−p₂)|R⟩/Q⁴ + O(Q⁻⁴).

The second term is odd in Q. The dropped region, |Q+g/2| > Gc or |Q−g/2| > Gc, is unchanged by Q → −Q, and so is v(G)v(G'), so this term sums to zero. With f(g) = V⁻¹∫f e^(−ig·r)d³r, ρ_m = |φ_m|² and n = 2Σ_i|φ_i|²,

⟨L|R⟩ = ⟨m|e^(ig·r)|m⟩⟨i|e^(−ig·r)|i⟩ = V² ρ_m(−g) ρ_i(g).

Only the small g present in both densities survive. For them |G|²|G'|² = (Q²+g²/4)² − (Q·g)², so v(G)v(G') = 16π²/Q⁴ up to relative order g²/Q². Single g terms can have either sign, but at leading order their sum is fixed by the positive overlap S_m found below, so for large enough Gc the dropped part is negative and the truncated self-energy lies above the converged one by

ΔΣ = Σ(Gc) − Σ(∞) = Σ_g ρ_m(−g) n(g) Σ_(Q dropped) 16π²/Q⁶.

At leading order the dropped region is Q > Gc. Replacing the sum by V∫d³Q/(2π)³,

V · 16π² · (4π/8π³) ∫_Gc^∞ dQ/Q⁴ = 8V/(3Gc³).

Parseval's theorem turns the g sum into S_m = ∫ρ_m n d³r = V Σ_g ρ_m(−g)n(g). With Gc³ = (2Ecut)^(3/2) = 6π²N/V,

ΔΣ = 8S_m/(3Gc³) = (2√2/3) S_m Ecut^(−3/2) = 4V S_m/(9π²N).

The last two follow from 8/(3·2^(3/2)) = 2√2/3 and 8/(3·6π²) = 4/(9π²). S_m is the electron density averaged over the state m, so it reduces to n for a uniform system and grows for a state concentrated where the density is high. Since N ∝ V at fixed Gc, the error is intensive. Halving it doubles N and raises Ecut by 2^(2/3); a tenfold reduction needs 10^(2/3) ≈ 4.6 in Ecut.

The power has a real-space origin. The first-order pair function has components −v(Q)/Q² = −4π/Q⁴ multiplying φ_mφ_i. From ∇²r = 2/r, whose transform is 8π/Q², the transform of r is −8π/Q⁴. The components are thus those of r₁₂/2, the electron–electron cusp, and the overlap counts how often the two electrons meet.

The frequency enters through h alone, at relative order Q⁻². If the quasiparticle equation is E = ε_m + (static part) + Σ(E), a change of cutoff gives ΔE = ΔΣ + Σ'ΔE, so

ΔE = Z ΔΣ,  Z = 1/(1−Σ'(E)),

to first order in ΔΣ.

**First correction in an inhomogeneous system**

A pair G, G' is dropped as soon as either vector leaves the sphere. With μ the cosine between Q and g, |Q±g/2| = Q ± gμ/2 + O(g²/Q), so the boundary is Q₀ = Gc − g|μ|/2. The radial integral gives Q₀⁻³ = Gc⁻³(1 + 3g|μ|/(2Gc) + …), and the angular mean of |μ| is ½:

ΔΣ = (8/3Gc³) [S_m + 3S1_m/(4Gc) + O(Gc⁻²)],  S1_m = V Σ_g |g| ρ_m(−g) n(g).

This term scales as N^(−4/3). It is even in Q, so it survives where the odd term did not, and its sign is that of S1_m, which can be negative.

In a finite cell the number of lattice points inside a sphere deviates from VGc³/(6π²) by some δN. Points counted in excess lie near the boundary and remove δN·16π²/Gc⁶ from the dropped sum. Defining G_N by N = VG_N³/(6π²) with the actual count gives δN = VGc²δG/(2π²), and 8V/(3G³) then changes by −8VδG/Gc⁴ = −16π²δN/Gc⁶, the same amount. Using G_N in place of Gc removes the shell irregularity at the boundary to first order.

**The electron gas: corrections in closed form**

Here g = 0 alone contributes and S_m = n. With m = k, i = p, a = k+q, b = p−q,

ε_a+ε_b−ε_i−ω = q² + q·(k−p) + δ,  δ = k²/2 − ω.

For q > 2kF and q > k+kF both final states are empty for every p, so closure holds without correction. Let x = q̂·(k−p). Then 1/(q²+qx+δ) = q⁻²[1 − x/q + (x²−δ)/q² + …]. Averaging over q̂ and the Fermi sphere, ⟨x⟩ = 0 and ⟨x²⟩ = k²/3 + ⟨p²⟩/3 = k²/3 + kF²/5. A relative term c/q² becomes 3c/(5Gc²), because ∫q⁻⁶dq over ∫q⁻⁴dq is 3/(5Gc²):

ΔΣ = (8n/3Gc³)[1 + (3/5)(k²/3 + kF²/5 − δ)/Gc² + …].

For k = kF the coefficient of (kF/Gc)² is (3/5)(8/15) = 0.32 on shell and 0.92 for δ = −kF². On shell the next kinematic term is ⟨x⁴⟩/q⁴, with ⟨x⁴⟩ = kF⁴(1/5 + 6·(1/3)(1/5) + 3/35) = 24kF⁴/35; the radial factor is now 3/7, which gives (72/245)(kF/Gc)⁴ ≈ 0.294(kF/Gc)⁴.

For screening take all Δ equal to e = q²/2. Then χ0 = −2ne/(e²+ν²) and vχ0 = −ω_p²/(e²+ν²) with ω_p² = 4πn, so

vχv = v·vχ0/(1−vχ0) = −vω_p²/(ν²+Ω²),  Ω² = e²+ω_p².

The weight is w² = vω_p²/(2Ω), and with |y| = e the contribution is −vω_p²/[2Ω(Ω+e)]. Since Ω = e(1 + ω_p²/2e²) to first order, Ω(Ω+e) = 2e²(1+ω_p²/2e²)(1+ω_p²/4e²), a relative change of −3ω_p²/(4e²) = −12πn/q⁴ in the integrand. With the factor 3/7, screening changes the tail by the relative amount −36πn/(7Gc⁴).

The numerical output gives the q > Gc part of the imaginary-axis RPA integral by quadrature, for rs = 4 bohr (n = 3.730194×10⁻³ bohr⁻³, kF = 0.479790 bohr⁻¹) and k = kF; this part is −ΔΣ. At Gc = 4kF = 1.91916 bohr⁻¹, 8n/3 = 9.9472×10⁻³ divided by Gc³ = 7.0686 gives 1.4072×10⁻³ Ha, against 1.4306×10⁻³ Ha computed. The ratios at 4, 8, 16, 32 kF are 1.01656, 1.00479, 1.00124, 1.00031, the last tested to lie within 10⁻³ of one. At 16kF the coefficients are 0.3167 and 0.9211, tested against 0.32 and 0.92 within 0.01. The screening coefficient at 32kF is −0.06030 bohr⁻⁴ against −0.06027 bohr⁻⁴, tested within 2%; in units of kF⁴ = 0.05299 bohr⁻⁴ the formula value is −1.137. The fourth-order terms account for the offsets: 0.32 + (0.294−1.137)/256 = 0.3167, and at 4kF the ratio is 1 + 0.32/16 − 0.843/256 = 1.0167.

**Cutting bands instead of plane waves**

Take the second-order gas term at k = 0, ω = 0, and drop states with momentum above K. Dropping a = q alone is the cutoff q > K already treated. Dropping b = p−q alone, that is cutting bands in χ0, starts the q integral at q₀ = K + p_z + O(p²/K), with p_z along q. The factor q₀⁻³ gives −3p_z/K and the denominator q²−qp_z gives a term also linear in p_z; both average to zero, leaving a relative O(K⁻²). Cutting both lists drops a term if either state is missing, so the lower limit is min(K,q₀) = K + min(0,p_z). The mean of min(0,p_z) is −½⟨|p_z|⟩ = −½·(3kF/4)·½ = −3kF/16, and the tail is

(8n/3K³)[1 + 9kF/(16K) + …].

At K = 64kF the computed ratios are 1.00032 (tested to be within 2(kF/K)² of one) and 1.00897; the latter corresponds to a coefficient 0.574, tested against 9/16 within 0.02. The leading prefactor is common to the three truncations in this case, with K in place of Gc.

The prefactor does depend on the diagrams kept. The second-order exchange term, absent from GW, is −Σ⟨mi|v|ab⟩⟨ba|v|mi⟩ with weight 1 instead of 2, since i must have the spin of m. At k = 0 its second integral transfers |q−p|, so the integrand is multiplied by 1 − q²/(2|q−p|²) → ½. The computed ratio is 0.49997, tested against ½ within 10⁻³. In the gas the same-spin half of the leading tail cancels, so 8/3 belongs to GW and 4/3 to direct plus exchange second order.

**An inhomogeneous case in numbers**

The model is a cubic cell, L = 8 bohr, V = 512 bohr³, with U = −V0 cos(g0 z), g0 = 2π/L = 0.785398 bohr⁻¹, V0 = 0.5 Ha and two electrons. It uses the Γ point only, omits G = 0, sets the static part to zero and is not self-consistent. Transverse momentum is conserved, so the RPA problem splits into small blocks and the pole form is evaluated in full. A Dyson inversion on the imaginary axis at Gc = 3g0 and mid-gap reproduces it, −0.05641733 Ha and −0.01951338 Ha, tested within 10⁻⁷ Ha.

Two states are followed: the occupied one, m = 0, ε0 = −0.244887 Ha, and the first z-odd empty one, m = 1, ε1 = 0.243673 Ha. The lowest empty level is 0.063538 Ha, so the gap is 0.3084 Ha. K is positive semidefinite, so Ω_s is at least the gap, and particle poles lie no lower than 0.0635 + 0.3084 = 0.372 Ha, above ε1. Σ is evaluated at ω = ε_m.

With n = 2ρ_0, S_mV/2 = 1 + 2Σ_j [Vρ_m(jg0)][Vρ_0(jg0)]. The first three components give

m = 0: 1 + 2(0.7115² + 0.2776² + 0.0646²) = 2.175,

m = 1: 1 + 2(0.2488·0.7115 − 0.4439·0.2776 − 0.2413·0.0646) = 1.076,

against full sums 2.1752 and 1.0754, or S_0 = 8.497×10⁻³ and S_1 = 4.201×10⁻³ bohr⁻³. The odd state has its node where the density peaks, and its overlap is half as large. Weighting with |g| emphasises its negative components: S1/S is 0.4862 bohr⁻¹ for m = 0 and −0.1729 bohr⁻¹ for m = 1. The prefactors are

4·512·8.497×10⁻³/(9π²) = 0.19591 Ha = 5.33 eV for m = 0,

and 0.09685 Ha = 2.64 eV for m = 1, each to be divided by N.

Differences between two cutoffs need no knowledge of the limit. Between Gc = 16g0 (N = 17077) and 32g0 (N = 137065), Σ changes by 1.03887×10⁻⁵ Ha and 4.90235×10⁻⁶ Ha. Divided by the leading prediction these are 1.0344 and 0.9874 (tested within 5%), on the sides given by the signs of S1. With the boundary term they are 1.0032 and 0.9985 (tested within 1%). The effective exponent of 1/N from 8, 16 and 32g0 is 1.019 and 0.991 (tested within 0.04 of one). Switching screening off changes Σ itself strongly, from −0.0482 to −0.0683 Ha for m = 0 and from −0.0290 to −0.0396 Ha for m = 1, while the tail ratio is 1.00001 and 1.00000. The hole parts, 0.00128 and 0.00174 Ha, carry a share of the tail of 1×10⁻⁸ or less. Both facts are tested at the 10⁻³ level. The quasiparticle energies, −0.2907 Ha with Z = 0.953 and 0.2157 Ha with Z = 0.967, move by 1.0030 and 0.9983 times Z times the formula (tested within 1%).

As reference take Σ(32g0) minus its predicted tail: −0.0481943 Ha = −1.3114 eV and −0.0289828 Ha = −0.7887 eV. It is not an independent limit, since it relies on the formula for the last step and neglects the relative O(Gc⁻²) part of that step.

At Gc = 8g0 (Ecut = 19.74 Ha = 537 eV, N = 2109, G_N = 6.2482 bohr⁻¹) the error for m = 0 is 9.955×10⁻⁵ Ha = 2.71 meV. The leading estimate is 0.19591/2109 = 9.289×10⁻⁵ Ha, which leaves 6.66×10⁻⁶ Ha, 6.7% of the error. The boundary factor 1 + 0.75·0.4862/6.2482 = 1.0584 raises the estimate to 9.831×10⁻⁵ Ha and leaves 1.2%. For m = 1 the error is 4.461×10⁻⁵ Ha = 1.21 meV; the estimate 0.09685/2109 = 4.592×10⁻⁵ Ha times 1 − 0.75·0.1729/6.2482 = 0.9792 is 4.497×10⁻⁵ Ha, an overshoot of 0.8%. Both remainders are tested to stay below 4%. Using 8g0 = 6.2832 bohr⁻¹ instead of G_N would lower the leading estimates by (6.2482/6.2832)³, or 1.7%. The errors of the two states do not cancel in the level spacing: Σ_1 − Σ_0 is off by 1.21 − 2.71 = −1.50 meV, and its leading prefactor is set by S_1 − S_0.

At Gc = 4g0 (134 eV, N = 257) the errors are 24.5 meV and 9.0 meV, which is 1.9% and 1.1% of the reference self-energies. The leading formula leaves 15% and 14% of these errors, the boundary term 5% and 9%. The cutoff is here close to the 3g0 range of the overlap, and the gain from the second term is modest for m = 1.

The alternative is a straight-line fit against 1/N. From 12g0 and 16g0 the slopes are 0.20614 Ha and 0.09492 Ha, which is 1.052 and 0.980 times the prefactors. The boundary term predicts most of this. For m = 0 the factors 0.75·0.4862/G_N are 0.03884 and 0.02906, and

(0.03884/7153 − 0.02906/17077)/(1/7153 − 1/17077) = 0.046.

For m = 1 the same expression scaled by −0.1729/0.4862 gives −0.016. A slope that is too steep extrapolates too low, and the fitted limit for m = 0 misses the reference by −2.3×10⁻⁷ Ha, 2% of the error 1.18×10⁻⁵ Ha at 16g0. For m = 1 the miss is +4.7×10⁻⁸ Ha, 0.8% of 5.6×10⁻⁶ Ha. Both are tested to be below 10%.

**Where the estimate fails**

The expansion needs Gc well above the g that carry ρ_m(−g)n(g), and Gc² well above |ω−ε_m| and the kinetic energies of m and of the occupied states. The leading term alone also needs Gc well above 3|S1_m|/(4S_m). For an empty state that hardly overlaps the occupied density, S_m is nearly zero while S1_m is negative and not equally small, because |g| is not smooth at g = 0. The boundary term can then exceed the leading one and place the truncated self-energy below the converged one, so S1_m must be kept. A compact occupied state raises S_m through its own share of n (S_m ≥ 2∫ρ_m² d³r) and also widens the range of g, so its error is larger and its asymptotic regime begins later; for an empty state the error is larger only if the state is concentrated where n is high. A fit made before the asymptotic regime returns a slope that is not the prefactor. ΔE = ZΔΣ needs E away from poles of Σ, and with incomplete bands a term is lost when either the band cut or the plane-wave cut removes it, so the two errors do not add: in the electron-gas case at k = 0 the leading tail is set by the smaller of the band momentum cutoff and Gc.

The neglect of the hole part was checked for smooth orbitals. With nuclear cusps the pair-density components fall as G⁻⁴; a dropped Coulomb integral among four low-lying orbitals then scales as ∫G²dG·G⁻²·G⁻⁴·G⁻⁴ ∝ Gc⁻⁷, below the terms kept. This is power counting and has not been computed here.

Finally, S_m is built from the orbitals that enter P and R. Suppose the low-lying orbitals are replaced near the nuclei by orbitals of different density while the high-lying states stay plane-wave-like and orthonormal, so that closure still holds for the dropped terms. The calculation then converges with the prefactor of the replaced densities, and both the formula and a 1/N fit lead to the limit for those orbitals. If the replacement also changes the normalisation of the high-lying states, closure fails and the prefactor is no longer given by S_m.

Table of computed values

```
gas: rs=4.0 bohr, n=3.730194e-03 bohr^-3, kF=0.479790 bohr^-1
gas Gc= 4 kF: tail=-1.43055e-03 Ha, formula=-1.40724e-03 Ha, ratio=1.01656
gas Gc= 8 kF: tail=-1.76748e-04 Ha, formula=-1.75905e-04 Ha, ratio=1.00479
gas Gc=16 kF: tail=-2.20153e-05 Ha, formula=-2.19881e-05 Ha, ratio=1.00124
gas Gc=32 kF: tail=-2.74937e-06 Ha, formula=-2.74851e-06 Ha, ratio=1.00031
gas (omega-eps)/kF^2=0.0: (kF/Gc)^2 coeff 0.3167, formula 0.3200
gas (omega-eps)/kF^2=1.0: (kF/Gc)^2 coeff 0.9211, formula 0.9200
gas screening: relative x Gc^4 = -0.06030, formula -0.06027 bohr^-4
bands K=64 kF: cut in chi0 only, ratio=1.00032
bands cut in both: ratio=1.00897, (ratio-1)K/kF=0.5739, formula 0.5625
direct+exchange over direct formula: 0.49997
cell: L=8.0 bohr, V=512.0 bohr^3, V0=0.5 Ha, g0=0.785398 bohr^-1
levels: eps0=-0.244887 Ha, eps1=0.243673 Ha, LUMO=0.063538 Ha
m=0: V*rho(g0,2g0,3g0)= [0.7115 0.2776 0.0646]
m=0: S=8.497033e-03 bohr^-3, S*V/2=2.1752, S1/S=0.4862 bohr^-1
m=1: V*rho(g0,2g0,3g0)= [ 0.2488 -0.4439 -0.2413]
m=1: S=4.200707e-03 bohr^-3, S*V/2=1.0754, S1/S=-0.1729 bohr^-1
check Gc=3 g0, midgap, m=0: poles -0.05641733 Ha, imaginary axis -0.05641733 Ha
check Gc=3 g0, midgap, m=1: poles -0.01951338 Ha, imaginary axis -0.01951338 Ha
Gc= 4 g0 N=   257 G_N=3.0977/bohr Ecut=4.93 Ha Sig0=-0.04729358 Sig1=-0.02865254 Ha
Gc= 6 g0 N=   925 G_N=4.7472/bohr Ecut=11.10 Ha Sig0=-0.04796083 Sig1=-0.02888271 Ha
Gc= 8 g0 N=  2109 G_N=6.2482/bohr Ecut=19.74 Ha Sig0=-0.04809470 Sig1=-0.02893814 Ha
Gc=12 g0 N=  7153 G_N=9.3876/bohr Ecut=44.41 Ha Sig0=-0.04816567 Sig1=-0.02896944 Ha
Gc=16 g0 N= 17077 G_N=12.5467/bohr Ecut=78.96 Ha Sig0=-0.04818241 Sig1=-0.02897715 Ha
Gc=24 g0 N= 57777 G_N=18.8356/bohr Ecut=177.65 Ha Sig0=-0.04819079 Sig1=-0.02898109 Ha
Gc=32 g0 N=137065 G_N=25.1209/bohr Ecut=315.83 Ha Sig0=-0.04819280 Sig1=-0.02898205 Ha
m=0: Sig(16)-Sig(32)=1.03887e-05 Ha, /leading=1.0344, /with boundary=1.0032
m=0: exponent of 1/N from Gc=8,16,32 g0: 1.0194
m=0: 2nd-order Sig(32)=-0.068283 Ha, tail ratio to RPA=1.00001
m=0: hole part=0.001281 Ha, its share of the tail=1.0e-08
m=0: E_QP(32)=-0.290698 Ha, Z=0.9529, dE/(Z x formula)=1.0030
m=0: prefactor 4VS/(9pi^2)=0.19591 Ha = 5.3310 eV, slope 12-16: 0.20614 Ha
m=0: reference Sig=-0.04819425 Ha = -1.31143 eV, 1/N fit (12,16) off by -2.33e-07 Ha
m=0 Gc=4 g0 (134 eV): error=9.0068e-04 Ha = 24.509 meV, left: leading 1.38e-04, full 4.86e-05 Ha
m=0 Gc=8 g0 (537 eV): error=9.9547e-05 Ha = 2.709 meV, left: leading 6.66e-06, full 1.23e-06 Ha
m=1: Sig(16)-Sig(32)=4.90235e-06 Ha, /leading=0.9874, /with boundary=0.9985
m=1: exponent of 1/N from Gc=8,16,32 g0: 0.9910
m=1: 2nd-order Sig(32)=-0.039569 Ha, tail ratio to RPA=1.00000
m=1: hole part=0.001744 Ha, its share of the tail=8.8e-14
m=1: E_QP(32)=0.215667 Ha, Z=0.9673, dE/(Z x formula)=0.9983
m=1: prefactor 4VS/(9pi^2)=0.09685 Ha = 2.6355 eV, slope 12-16: 0.09492 Ha
m=1: reference Sig=-0.02898276 Ha = -0.78866 eV, 1/N fit (12,16) off by 4.69e-08 Ha
m=1 Gc=4 g0 (134 eV): error=3.3022e-04 Ha = 8.986 meV, left: leading -4.66e-05, full -3.09e-05 Ha
m=1 Gc=8 g0 (537 eV): error=4.4613e-05 Ha = 1.214 meV, left: leading -1.31e-06, full -3.57e-07 Ha
```
